# Does the maximum on a straight switching path give the barrier?: verification in Python

```python
# RESULT UNDER TEST: the true maximum of E on a straight path is an upper bound
# on the minimax barrier between its ends, and in general is not that barrier.
# Switching model, energy in eV per cell:
#   E(x,z) = A*(1-x^2)^2 + D*(z-x^2)^2 - f*x,   D = K*q0^2/2,  f = V*P0*F
# x = u/u0: polar displacement; z = q/q0: secondary displacement;
# V: cell volume; P0: polarization at x=1; F: electric field.
# Claims for f=0: straight-path maximum A+D, lowest possible barrier A.
# The parameters are round numbers in the rough regime of ferroelectric hafnia.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import label

eV = const.e
A = 0.4                    # eV per cell
K = 1500.0                 # eV/nm^2
u0, q0 = 0.05, 0.02        # nm
volume = 0.13              # nm^3
P0 = 50.0                  # uC/cm2
D = 0.5 * K * q0**2
volume_SI = volume * 1e-27
P_SI = P0 * 1e-2
tilt_per_field = volume_SI * P_SI * 1e8 / eV   # eV per (MV/cm)


def energy(x, z, f=0.0, secondary=D):
    return A*(1-x*x)**2 + secondary*(z-x*x)**2 - f*x


def flood_level(grid, start, end):
    """Lowest energy level at which two grid nodes become connected."""
    low = max(grid[start], grid[end])
    high = grid.max()
    for _ in range(32):
        middle = 0.5*(low+high)
        regions, _ = label(grid <= middle)
        if regions[start] > 0 and regions[start] == regions[end]:
            high = middle
        else:
            low = middle
    return high


def nearest(axis, value):
    return int(np.argmin(abs(axis-value)))


def relax_string(gradient, path, step=0.05, steps=4000):
    path = path.copy()
    uniform = np.linspace(0, 1, len(path))
    for _ in range(steps):
        path[1:-1] -= step*gradient(path[1:-1])
        lengths = np.linalg.norm(np.diff(path, axis=0), axis=1)
        arc = np.concatenate(([0.0], np.cumsum(lengths)))
        arc /= arc[-1]
        path = np.column_stack([np.interp(uniform, arc, path[:, j])
                                for j in range(2)])
    return path


def hessian(function, x, y, h=1e-3):
    xx = (function(x+h, y)-2*function(x, y)+function(x-h, y))/h**2
    yy = (function(x, y+h)-2*function(x, y)+function(x, y-h))/h**2
    xy = (function(x+h, y+h)-function(x+h, y-h)
          - function(x-h, y+h)+function(x-h, y-h))/(4*h*h)
    return np.array([[xx, xy], [xy, yy]])


# Switching model without field: line, flooding, string and a bent path.
s = np.linspace(-1, 1, 4001)
line_max = energy(s, np.ones_like(s)).max()
assert abs(line_max-(A+D)) < 1e-10
xg = np.linspace(-1.5, 1.5, 400)
zg = np.linspace(-0.6, 2.0, 401)
X, Z = np.meshgrid(xg, zg, indexing="ij")
flood = flood_level(energy(X, Z), (nearest(xg, -1), nearest(zg, 1)),
                    (nearest(xg, 1), nearest(zg, 1)))
assert abs(flood-A) < 1e-3


def switching_gradient(r):
    x, z = r[:, 0], r[:, 1]
    return np.column_stack([-4*A*x*(1-x*x)-4*D*x*(z-x*x),
                            2*D*(z-x*x)])


images = np.linspace(-1, 1, 21)
string = relax_string(switching_gradient,
                      np.column_stack([images, np.ones(21)]))
string_max = energy(string[:, 0], string[:, 1]).max()
assert abs(string_max-A) < 1e-3
bent_max = energy(s, abs(s)).max()
assert abs(bent_max-A) < 1e-8

# Transverse gradient at the line maximum and the effect of a small bend.
dq = 1e-5
gradient_q = (energy(0, 1+dq/q0)-energy(0, 1-dq/q0))/(2*dq)
assert abs(gradient_q-K*q0) < 1e-5
bend = 2e-4                                      # nm
bent_line = energy(s, 1-(bend/q0)*(1-s*s)).max()
bend_drop = line_max-bent_line
assert abs(bend_drop/(gradient_q*bend)-1) < 0.01

# Coarse sampling may fall below even the true barrier.
q_small = 0.008                                # nm
D_small = 0.5*K*q_small**2
four = np.linspace(-1, 1, 4)
coarse = energy(four, np.ones(4), secondary=D_small).max()
dense_small = energy(s, np.ones_like(s), secondary=D_small)
M = abs(np.gradient(np.gradient(dense_small, s), s)).max()
corrected = coarse + M*(four[1]-four[0])**2/8
flood_small = flood_level(energy(X, Z, secondary=D_small),
                          (nearest(xg, -1), nearest(zg, 1)),
                          (nearest(xg, 1), nearest(zg, 1)))
assert abs(flood_small-A) < 1e-3
assert coarse < flood_small < dense_small.max() <= corrected

# Random landscapes without symmetry: path bound and sampling bound.
rng = np.random.default_rng(7)
axis = np.linspace(0, 1, 161)
RX, RY = np.meshgrid(axis, axis, indexing="ij")
t = np.linspace(0, 1, 4001)
trials, strictly_lower = 30, 0
for _ in range(trials):
    waves = rng.uniform(-7, 7, (10, 2))
    phases = rng.uniform(0, 2*np.pi, 10)
    weights = rng.normal(size=10)

    def landscape(x, y):
        return sum(w*np.cos(k[0]*x+k[1]*y+p)
                   for w, k, p in zip(weights, waves, phases))

    surface = landscape(RX, RY)
    left = np.unravel_index(np.argmin(surface[:40]), surface[:40].shape)
    right = np.unravel_index(np.argmin(surface[-40:]), surface[-40:].shape)
    right = (right[0]+len(axis)-40, right[1])
    ax, ay, bx, by = axis[left[0]], axis[left[1]], axis[right[0]], axis[right[1]]
    profile = landscape(ax+t*(bx-ax), ay+t*(by-ay))
    gx, gy = np.gradient(surface, axis, axis)
    grid_error = np.hypot(gx, gy).max()*(axis[1]-axis[0])
    minimax = flood_level(surface, left, right)
    assert minimax <= profile.max()+grid_error
    strictly_lower += int(minimax < profile.max()-grid_error)
    curvature = abs(np.gradient(np.gradient(profile, t), t)).max()
    sampled = profile[::500].max()               # nine images, spacing 1/8
    assert profile.max() <= sampled+curvature/(8*64)+1e-3
assert strictly_lower > 0

# Symmetry trap: no force at the line maximum, yet it is not the barrier.
C, b, d, c = 0.7, 0.6, 1.2, 0.4                 # eV


def trap(x, y):
    return C*(1-x*x)**2-(b-d*x*x)*y*y+c*y**4


def trap_gradient(r):
    x, y = r[:, 0], r[:, 1]
    return np.column_stack([-4*C*x*(1-x*x)+2*d*x*y*y,
                            -2*(b-d*x*x)*y+4*c*y**3])


trap_barrier = C-b*b/(4*c)
yg = np.linspace(-1.5, 1.5, 401)
TX, TY = np.meshgrid(xg, yg, indexing="ij")
trap_flood = flood_level(trap(TX, TY), (nearest(xg, -1), nearest(yg, 0)),
                         (nearest(xg, 1), nearest(yg, 0)))
assert abs(trap_flood-trap_barrier) < 1e-3
trap_eigs = np.linalg.eigvalsh(hessian(trap, 0, 0))
assert np.all(trap_eigs < 0)
trap_force = np.hypot((trap(1e-4, 0)-trap(-1e-4, 0))/2e-4,
                      (trap(0, 1e-4)-trap(0, -1e-4))/2e-4)
assert trap_force < 1e-9
straight = np.column_stack([images, np.zeros(21)])
pushed = np.column_stack([images, 0.05*(1-images**2)])
stuck = relax_string(trap_gradient, straight)
freed = relax_string(trap_gradient, pushed)
stuck_max = trap(stuck[:, 0], stuck[:, 1]).max()
freed_max = trap(freed[:, 0], freed[:, 1]).max()
assert abs(stuck_max-C) < 1e-3
assert abs(freed_max-trap_barrier) < 2e-3

# Barrier and straight-path bound in a field.
field = 1.0                                    # MV/cm
f = field*tilt_per_field
roots = np.sort(np.roots([4*A, 0, -4*A, -f]).real)
start_x, saddle_x, end_x = roots
start_energy = energy(start_x, start_x**2, f)
field_barrier = energy(saddle_x, saddle_x**2, f)-start_energy
line_x = start_x+t*(end_x-start_x)
line_z = start_x**2+t*(end_x**2-start_x**2)
field_line = energy(line_x, line_z, f).max()-start_energy
field_flood = flood_level(energy(X, Z, f),
                          (nearest(xg, start_x), nearest(zg, start_x**2)),
                          (nearest(xg, end_x), nearest(zg, end_x**2)))-start_energy
assert abs(field_flood-field_barrier) < 1e-3
assert field_flood < field_line

# Coherent switching field, with the secondary mode free or frozen.
slope_factor = 8/(3*np.sqrt(3))
coherent_field = slope_factor*A/tilt_per_field
frozen_field = slope_factor*(A+D)/tilt_per_field


def descend(applied_field, frozen):
    x, z = -1.0, 1.0
    force = applied_field*tilt_per_field
    for _ in range(20000):
        dx = -4*A*x*(1-x*x)-4*D*x*(z-x*x)-force
        dz = 0.0 if frozen else 2*D*(z-x*x)
        x, z = x-0.05*dx, z-0.05*dz
    return x


for threshold, frozen in ((coherent_field, False), (frozen_field, True)):
    assert descend(0.98*threshold, frozen) < 0
    assert descend(1.02*threshold, frozen) > 0

# Noncoherent reversal: explicit paths in a ring of coupled cells.
cells, coupling = 8, 0.04                       # coupling in eV


def ring_energy(x, z):
    return energy(x, z).sum()+coupling*((x-np.roll(x, 1))**2).sum()


scan = np.linspace(-1, 1, 401)
ring_line = max(ring_energy(np.full(cells, v), np.ones(cells)) for v in scan)
ring_coherent = max(ring_energy(np.full(cells, v), np.full(cells, v*v))
                    for v in scan)
ring_sequential = 0.0
for moving in range(cells):
    for v in scan:
        x = np.where(np.arange(cells) < moving, 1.0, -1.0)
        x[moving] = v
        ring_sequential = max(ring_sequential, ring_energy(x, x*x))
assert ring_sequential < ring_coherent < ring_line

# Depolarization: shorted capacitor with a dead layer, fields solved directly.
film, dead, eps_r = 10.0, 0.5, 30.0             # nm, nm, relative permittivity
eps = const.epsilon_0*eps_r
E_film, E_dead = np.linalg.solve([[film, dead], [1, -1]], [0, -P_SI/eps])
depol = volume_SI*0.5*eps*(E_film**2+E_dead**2*dead/film)/eV
depol_formula = volume_SI*P_SI**2*dead/(2*eps*(film+dead))/eV
assert abs(depol/depol_formula-1) < 1e-10

# Strain, zero-point energy, tunnelling and thermal motion.
modulus, strain = 200.0, 0.01                   # GPa, dimensionless
strain_energy = 0.5*modulus*1e9*strain**2*volume_SI/eV
mode_mass = 4*16*const.atomic_mass              # four oxygen atoms per mode
scale = np.array([u0, q0])*1e-9
well_w2 = np.linalg.eigvalsh(hessian(energy, 1, 1)*eV
                             / np.outer(scale, scale)/mode_mass)
top_w2 = np.linalg.eigvalsh(hessian(energy, 0, 0)*eV
                            / np.outer(scale, scale)/mode_mass)
assert np.all(well_w2 > 0) and top_w2[0] < 0 < top_w2[1]
zero_point = 0.5*const.hbar*(np.sqrt(top_w2[1])-np.sqrt(well_w2).sum())/eV
crossover = const.hbar*np.sqrt(-top_w2[0])/(2*np.pi*const.k)
temperature = 300.0
kT = const.k*temperature/eV
weight = lambda x: np.exp(-A*(1-x*x)**2/kT)
mean_x = quad(lambda x: x*weight(x), 0, 2)[0]/quad(weight, 0, 2)[0]
effective_charge = P_SI*volume_SI/(4*u0*1e-9*eV)
breakdown = 4.0                                # MV/cm, rough input

print(f"Input A: {A:.3f} eV/cell; K: {K:.0f} eV/nm^2")
print(f"Input u0: {u0:.3f} nm; q0: {q0:.3f} nm")
print(f"Input cell volume: {volume:.3f} nm^3; polarization: {P0:.1f} uC/cm2")
print(f"Implied charge per polar oxygen: {effective_charge:.2f} e")
print(f"Secondary-mode energy D: {D:.3f} eV/cell")
print(f"Straight-path maximum: {line_max:.3f} eV/cell")
print(f"True barrier, formula: {A:.4f} eV/cell")
print(f"True barrier, grid flooding: {flood:.4f} eV/cell")
print(f"True barrier, relaxed string: {string_max:.4f} eV/cell")
print(f"Two-segment path maximum: {bent_max:.4f} eV/cell")
print(f"Line maximum / true barrier: {line_max/A:.3f}")
print(f"Transverse gradient at line maximum: {gradient_q:.2f} eV/nm")
print(f"Small bend: {bend:.4f} nm; drop of maximum: {bend_drop:.5f} eV")
print(f"First-order prediction of drop: {gradient_q*bend:.5f} eV")
print(f"Sampling case q0: {q_small:.3f} nm; D: {D_small:.4f} eV")
print(f"Sampling case, four-image maximum: {coarse:.4f} eV")
print(f"Sampling case, true barrier by flooding: {flood_small:.4f} eV")
print(f"Sampling case, continuous line maximum: {dense_small.max():.4f} eV")
print(f"Sampling case, curvature bound M: {M:.3f} eV")
print(f"Sampling case, corrected upper bound: {corrected:.4f} eV")
print(f"Random landscapes: {trials}; barrier clearly below line: {strictly_lower}")
print(f"Trap inputs C, b, d, c: {C:.2f}, {b:.2f}, {d:.2f}, {c:.2f} eV")
print(f"Trap line maximum: {C:.3f} eV; force there: {trap_force:.1e} eV")
print(f"Trap Hessian eigenvalues: {trap_eigs[0]:.3f}, {trap_eigs[1]:.3f} eV")
print(f"Trap barrier, formula: {trap_barrier:.4f} eV; flooding: {trap_flood:.4f} eV")
print(f"Trap string, unpushed: {stuck_max:.4f} eV; pushed: {freed_max:.4f} eV")
print(f"Applied field: {field:.2f} MV/cm; tilt f: {f:.5f} eV")
print(f"Field roots x: {start_x:.4f}, {saddle_x:.4f}, {end_x:.4f}")
print(f"Field barrier, formula: {field_barrier:.4f} eV; flooding: {field_flood:.4f} eV")
print(f"Field straight-path bound: {field_line:.4f} eV")
print(f"Coherent field, relaxed mode: {coherent_field:.2f} MV/cm")
print(f"Coherent field, frozen mode: {frozen_field:.2f} MV/cm")
print(f"Rough breakdown input: {breakdown:.1f} MV/cm; ratio: {coherent_field/breakdown:.2f}")
print(f"Ring: {cells} cells; coupling: {coupling:.3f} eV")
print(f"Ring straight-path maximum: {ring_line:.3f} eV")
print(f"Ring coherent relaxed maximum: {ring_coherent:.3f} eV")
print(f"Ring cell-by-cell maximum: {ring_sequential:.3f} eV")
print(f"Film: {film:.1f} nm; dead layer: {dead:.1f} nm; permittivity: {eps_r:.0f}")
print(f"Depolarization energy of well: {depol:.4f} eV/cell")
print(f"Depolarizing field in film: {E_film/1e8:.3f} MV/cm")
print(f"Strain input: {100*strain:.1f} %; modulus: {modulus:.0f} GPa")
print(f"Strain energy: {strain_energy:.4f} eV/cell")
print(f"Mass of each mode: {mode_mass/const.atomic_mass:.0f} u")
print(f"Zero-point change of barrier: {zero_point:.4f} eV/cell")
print(f"Tunnelling crossover temperature: {crossover:.1f} K")
print(f"Temperature: {temperature:.0f} K; thermal energy: {kT:.5f} eV")
print(f"One-cell thermal mean of x in one well: {mean_x:.4f}")
print("finished without a failed check")
```

Running it gives:

```
Input A: 0.400 eV/cell; K: 1500 eV/nm^2
Input u0: 0.050 nm; q0: 0.020 nm
Input cell volume: 0.130 nm^3; polarization: 50.0 uC/cm2
Implied charge per polar oxygen: 2.03 e
Secondary-mode energy D: 0.300 eV/cell
Straight-path maximum: 0.700 eV/cell
True barrier, formula: 0.4000 eV/cell
True barrier, grid flooding: 0.4000 eV/cell
True barrier, relaxed string: 0.4000 eV/cell
Two-segment path maximum: 0.4000 eV/cell
Line maximum / true barrier: 1.750
Transverse gradient at line maximum: 30.00 eV/nm
Small bend: 0.0002 nm; drop of maximum: 0.00597 eV
First-order prediction of drop: 0.00600 eV
Sampling case q0: 0.008 nm; D: 0.0480 eV
Sampling case, four-image maximum: 0.3540 eV
Sampling case, true barrier by flooding: 0.4000 eV
Sampling case, continuous line maximum: 0.4480 eV
Sampling case, curvature bound M: 3.573 eV
Sampling case, corrected upper bound: 0.5525 eV
Random landscapes: 30; barrier clearly below line: 18
Trap inputs C, b, d, c: 0.70, 0.60, 1.20, 0.40 eV
Trap line maximum: 0.700 eV; force there: 0.0e+00 eV
Trap Hessian eigenvalues: -2.800, -1.200 eV
Trap barrier, formula: 0.4750 eV; flooding: 0.4750 eV
Trap string, unpushed: 0.7000 eV; pushed: 0.4750 eV
Applied field: 1.00 MV/cm; tilt f: 0.04057 eV
Field roots x: -0.9871, -0.0254, 1.0124
Field barrier, formula: 0.3602 eV; flooding: 0.3602 eV
Field straight-path bound: 0.6594 eV
Coherent field, relaxed mode: 15.18 MV/cm
Coherent field, frozen mode: 26.56 MV/cm
Rough breakdown input: 4.0 MV/cm; ratio: 3.79
Ring: 8 cells; coupling: 0.040 eV
Ring straight-path maximum: 5.600 eV
Ring coherent relaxed maximum: 3.200 eV
Ring cell-by-cell maximum: 0.640 eV
Film: 10.0 nm; dead layer: 0.5 nm; permittivity: 30
Depolarization energy of well: 0.0182 eV/cell
Depolarizing field in film: -0.896 MV/cm
Strain input: 1.0 %; modulus: 200 GPa
Strain energy: 0.0081 eV/cell
Mass of each mode: 64 u
Zero-point change of barrier: -0.0170 eV/cell
Tunnelling crossover temperature: 37.8 K
Temperature: 300 K; thermal energy: 0.02585 eV
One-cell thermal mean of x in one well: 0.9870
finished without a failed check
```
